\section*{Oxide Volume Ratio Alone Does Not Fix Lateral Growth Stress}

\section{Which growth strain to enter}

A stress calculation for an oxide scale needs a lateral growth strain as input. Suppose that the known quantity is the Pilling--Bedworth ratio,
\begin{equation}
\phi=\frac{\Omega_{\rm o}}{\Omega_{\rm m}},
\end{equation}
where $\Omega_{\rm o}$ is the stress-free oxide volume per metal atom and $\Omega_{\rm m}$ is the volume per atom in the metal. If $\phi>1$, should the program be given a lateral expansion $\phi^{1/3}-1$? For a flat scale that grows at its free outer surface, that choice can turn zero growth stress into tens of gigapascals of compression.

The scale considered first is flat, dense and bonded to thick metal. All the consumed metal atoms enter the oxide. The metal fixes the lateral size, edges are ignored, and tensile stress is positive. The oxide is treated as an isotropic elastic continuum. The equations keep the same form in atomic units, with stress in hartree/bohr$^3$. The example uses nm, GPa and K for the scale, and angstrom$^3$ and eV for atomic quantities.

\section{A scale with a large volume ratio and no growth stress}

Take rough values for nickel oxide on nickel, $\Omega_{\rm m}=11$ and $\Omega_{\rm o}=18$ angstrom$^3$, so that $\phi=18/11=1.636$. Let a metal layer of thickness $h_{\rm m}=1000$ nm be consumed over an area $A$. It contains
\begin{equation}
N=\frac{A h_{\rm m}}{\Omega_{\rm m}}
\end{equation}
atoms. The stress-free volume of the oxide that they form is
\begin{equation}
V=N\Omega_{\rm o}=\phi A h_{\rm m}.
\label{eq:volume}
\end{equation}

Let metal ions cross the scale and form new oxide at the outer surface. Each new layer covers the area $A$ at its natural lateral spacing, in registry with stress-free oxide below. Dividing the volume by this area gives the thickness:
\begin{equation}
h=\frac{V}{A}=\phi h_{\rm m}=1.636\times1000\ {\rm nm}
\simeq1636\ {\rm nm}.
\end{equation}
No layer has been squeezed sideways to fit, and nothing presses on the outer surface. The growth stress is therefore zero, although the oxide occupies 64 percent more volume than the consumed metal. Relative to the original metal surface, the metal interface has moved down by 1000 nm and the outer oxide surface has moved up by 636 nm.

The downward motion is part of the assumption. The vacancies left by the departing metal atoms must disappear at the interface or in the metal without changing the metal's lateral size, and the scale must follow the receding metal. If they collect as voids at the interface instead, contact is lost there and this flat, bonded model no longer applies.

\section{What the volume ratio does determine}

Describe the natural shape of the oxide relative to the consumed metal by a stretch $g_L$ in each lateral direction and a stretch $g_n$ along the normal. Its stress-free volume is $(g_L^2A)(g_nh_{\rm m})$. Equating this to Eq.~\eqref{eq:volume} and cancelling $Ah_{\rm m}$ gives
\begin{equation}
g_L^2g_n=\phi.
\label{eq:product}
\end{equation}
For any positive $g_L$, the choice $g_n=\phi/g_L^2$ satisfies this equation. Conservation of metal atoms, with the known volume per atom, thus leaves the lateral stretch undetermined; the place and manner of oxide formation must supply it.

To find the stress, define the lateral misfit $e=g_L-1$. Bonding returns the lateral size from $g_L$ to 1, so the elastic lateral strain is
\begin{equation}
\varepsilon_L=\frac{1}{g_L}-1=-e+O(e^2).
\end{equation}
Let $E$ be Young's modulus and $\nu$ Poisson's ratio. The two lateral stresses are equal, and the normal stress vanishes at the free surface and, by force balance, throughout the flat scale. Hooke's law becomes
\begin{align}
\varepsilon_L&=\frac{\sigma_L-\nu\sigma_L}{E},&
\varepsilon_n&=-\frac{2\nu\sigma_L}{E}.
\end{align}
Solving the first equation for $\sigma_L$ and inserting $\varepsilon_L=-e$ gives
\begin{equation}
\sigma_L=-Me,\qquad M=\frac{E}{1-\nu}.
\label{eq:stress}
\end{equation}
The second equation then gives $\varepsilon_n=2\nu e/(1-\nu)$, and the thickness is
\begin{equation}
h=h_{\rm m}g_n\left(1+\frac{2\nu e}{1-\nu}\right).
\label{eq:thickness}
\end{equation}

This proves the general statement within small-strain elasticity: at fixed $\phi$, the stress is compressive for $g_L>1$, zero for $g_L=1$ and tensile for $g_L<1$. Growth in registry at the outer surface of stress-free oxide has $g_L=1$ and $g_n=\phi$. If the oxide below is already strained, a new layer that continues its strained spacing inherits that misfit, which must then be included in $e$.

\section{The assumption behind the large compression}

The value $\phi^{1/3}-1$ follows from Eq.~\eqref{eq:product} after the further assumption $g_L=g_n$. The example then gives
\begin{equation}
e=1.636^{1/3}-1=0.178.
\end{equation}
With rough elastic constants $E=200$ GPa and $\nu=0.30$, the biaxial modulus is $M=200/0.70=285.7$ GPa. Equation~\eqref{eq:stress} predicts
\begin{equation}
\sigma_L=-285.7\times0.1784\ {\rm GPa}
\simeq-51\ {\rm GPa},
\end{equation}
or about $-0.32$ eV/angstrom$^3$.

The elastic energy per oxide volume is half the sum of stress times strain over the two lateral directions:
\begin{equation}
w=\tfrac12(2\sigma_L\varepsilon_L)=Me^2.
\end{equation}
Multiplied by $\Omega_{\rm o}$, it is about 1.0 eV per nickel atom. A strain of 18 percent is too large for a linear law to be trusted. If the elastic energy is instead taken as quadratic in the logarithms of the stretches, with the same elastic constants, the true stress (force per deformed area) is about $-57$ GPa and the thickness about 1360 nm. The linear law with the exact strain $1/g_L-1$ gives $-43$ GPa. Neither stress is a forecast for a real scale. Their size shows what the assumption of isotropic expansion would require.

The outer surface is free in this calculation too. A free surface removes the normal stress, but it does not remove a lateral misfit already built into a bonded layer. For $\phi>1$, a scale free of both lateral and normal stress needs freedom to thicken and new oxide placed without lateral misfit.

The first condition can be isolated by blocking the outer surface. Keep $g_L=1$, let $\phi=1+d$ with $d\ll1$, and hold the thickness at $h_{\rm m}$. The elastic strains are now $\varepsilon_L=0$ and $\varepsilon_n=-d$. Zero lateral strain requires
\begin{equation}
(1-\nu)\sigma_L-\nu\sigma_n=0,
\qquad
\sigma_n=\frac{1-\nu}{\nu}\sigma_L.
\end{equation}
Insert this in the normal strain:
\begin{align}
-d&=\frac{\sigma_n-2\nu\sigma_L}{E}
=\frac{1-\nu-2\nu^2}{E\nu}\,\sigma_L\notag\\
&=\frac{(1+\nu)(1-2\nu)}{E\nu}\,\sigma_L .
\end{align}
Therefore
\begin{equation}
\sigma_L=-\frac{E\nu}{(1+\nu)(1-2\nu)}\,d.
\end{equation}
For $d=10^{-4}$ this gives $-0.0115$ GPa; numerical differentiation of the elastic energy gives the same value. With the surface free and everything else unchanged, the stress is zero.

\section{How a little oxide can cause compression}

Compression can arise if some new oxide forms inside the existing scale, for example on grain boundaries that run normal to the surface. Let a fraction $f$ of the total stress-free oxide volume $V$ be inserted in this way. The rest is added on top at its natural lateral spacing, without inheriting strain from below.

Label the layers by $i$. Let $t_i$ be the thickness of a layer when deposited and $v_i$ the volume later inserted in it. Assume that the insertion spans the layer's height and widens it equally in both lateral directions. The natural area becomes $A+v_i/t_i$, so
\begin{equation}
(1+e_i)^2=1+\frac{v_i}{At_i},
\qquad
e_i\simeq\frac{v_i}{2At_i}.
\end{equation}
The thickness-weighted mean misfit is
\begin{equation}
\bar e=\frac{\sum_i t_ie_i}{\sum_i t_i}
\simeq\frac{\sum_i v_i}{2A\sum_i t_i}
=\frac{fV}{2(1-f)V}
\simeq\frac f2.
\label{eq:insertion}
\end{equation}
The third step uses $\sum_i v_i=fV$ and $A\sum_i t_i=(1-f)V$. To first order in the layer misfits, the distribution of the insertion cancels from the mean, and so does $\phi$.

Choose $f=0.003$ as a model parameter. Then $\bar e=0.0015$ and
\begin{equation}
\bar\sigma_L=-285.7\times0.0015\ {\rm GPa}
\simeq-0.43\ {\rm GPa},
\end{equation}
or about $-0.0027$ eV/angstrom$^3$. In a test with 200 successive layers, spreading each insertion evenly or randomly over the layers then present gave a mean of $-0.43$ GPa in both cases. The stress is far from uniform: with even spreading the oldest layer carries about $-2.5$ GPa and the newest almost none. The mean also rests on new layers not inheriting strain. If each new layer instead continues the strained spacing below it, the misfit accumulates as the logarithm of the number of layers, and the same $f$ gives about $-2.5$ GPa throughout a scale of 200 layers. For the thickness, a uniform misfit has $g_L^2=1/(1-f)$ and hence $g_n=\phi(1-f)$. Equation~\eqref{eq:thickness} gives 1634 nm, less than 3 nm below the value for purely outer growth. A change in thickness too small to reveal the growth mode can thus accompany a substantial stress.

\section{Curved surfaces and growth at the metal interface}

On a flat surface, oxide formed at the metal interface can also have $e=0$, provided that it only lifts the older scale. Curvature changes this, because a layer that moves radially must change its circumference.

Consider a convex rod of radius $R\gg h_{\rm m}$ with its axial length fixed. A layer formed after a depth $s$ of metal has been consumed sees a further depth $h_{\rm m}-s$ consumed later. In outward growth it follows the interface inward by that distance. In interface growth, the later metal is replaced by oxide $\phi$ times as thick, so the layer moves outward by $(\phi-1)(h_{\rm m}-s)$. Dividing by $R$ gives the hoop strains, whose averages over $s$ are
\begin{align}
\bar\varepsilon_{\rm out}&=
-\frac{1}{h_{\rm m}}\int_0^{h_{\rm m}}
\frac{h_{\rm m}-s}{R}\,ds=-\frac{h_{\rm m}}{2R},\\
\bar\varepsilon_{\rm int}&=
\frac{\phi-1}{h_{\rm m}}\int_0^{h_{\rm m}}
\frac{h_{\rm m}-s}{R}\,ds
=\frac{(\phi-1)h_{\rm m}}{2R}.
\end{align}
Each new layer is again assumed to form unstrained. With zero axial strain and a free surface, Hooke's law gives an axial stress $\nu\sigma_{\rm hoop}$, and therefore $\sigma_{\rm hoop}=E\bar\varepsilon/(1-\nu^2)$.

For $R=5\times10^6$ nm (5 mm), the mean strains are $-1.0\times10^{-4}$ and $+6.4\times10^{-5}$. The stresses are $-0.022$ GPa for outward growth and $+0.014$ GPa for interface growth. In the second case $\phi>1$ produces tension. Both effects vanish as $R\to\infty$.

\section{Nickel oxide at temperature and after cooling}

At high temperature nickel oxide grows on nickel mainly by outward transport of nickel, so the outer-growth model is a reasonable first description. The volumes and elastic constants used here are rough, and $f$ is not a measured value. Real scales can also contain pores, texture and an inner oxide layer. With the rough values chosen here and a plate 1 mm thick, the largest neglected effect is cooling. With the thermal expansion of the metal exceeding that of the oxide by a rough $2\times10^{-6}$ K$^{-1}$, elastic cooling from 1200 to 300 K adds
\begin{equation}
-285.7\times(2\times10^{-6})\times900\ {\rm GPa}
\simeq-0.51\ {\rm GPa}.
\end{equation}
A scale with zero growth stress may therefore be compressed at room temperature. This estimate is proportional to the uncertain difference in expansion. Creep acts on the growth stress at temperature: a mean rate of $4.2\times10^{-7}$ s$^{-1}$ would remove the misfit of 0.0015 within one hour. Whether a given scale reaches that rate depends on its temperature, grain size and stress through a creep law, which this model does not contain.

Elastic sharing of the misfit with a metal of finite thickness matters less here. Let a flat plate with remaining metal thickness $H$ carry equal scales on both faces, and let the common lateral strain be $u$. If $M_{\rm m}$ is the biaxial modulus of the metal, zero total force requires
\begin{equation}
2hM(u-e)+HM_{\rm m}u=0,
\qquad
\frac ue=\frac{2hM}{2hM+HM_{\rm m}}.
\end{equation}
For $H=10^6$ nm (1 mm), and a rough Young's modulus of 150 GPa and Poisson's ratio of 0.30 for hot nickel, the metal takes up 0.43 percent of the insertion misfit. The balancing tension in the metal is 0.0014 GPa. This estimate assumes that vacancies leave the metal's lateral size unchanged. If the plate instead absorbed them all with equal shrinkage in every direction, its lateral size would fall by $2h_{\rm m}/(3H)$ during growth. If each new oxide layer forms unstrained, the scale is compressed by half of this on average, $h_{\rm m}/(3H)=3.3\times10^{-4}$, which adds about $-0.095$ GPa. If new layers instead continue the strained spacing below them, the whole scale carries the full shrinkage and the added stress is about $-0.19$ GPa. These values scale as $1/H$: for a 0.1 mm plate they are about $-0.94$ and $-1.9$ GPa, larger than the cooling stress. For the 1 mm plate, cooling exceeds $0.19$ GPa in magnitude only if the expansion difference is above about $0.7\times10^{-6}$ K$^{-1}$. A surface stress of 1 N/m, spread over the scale thickness, corresponds to about 0.0006 GPa.

For a flat, bonded scale, $\phi$ thus belongs in the thickness calculation, while the lateral growth strain needs separate evidence about where the oxide forms. If a growth stress has been measured at temperature, creep is negligible and the metal is thick enough that $u/e\ll1$ (on a plate 20 $\mu$m thick with the scales above, $u/e$ is already 0.18), Eq.~\eqref{eq:stress} can be inverted to give the mean misfit $e=-\sigma_L/M$, which includes any part caused by shrinkage of the metal. The numerical output lists the values for the main cases above.

\section*{Numbers as computed}
\begin{verbatim}
Metal volume per Ni, rough: 11 angstrom^3
Oxide volume per Ni, rough: 18 angstrom^3
Volume ratio phi: 1.636
Oxide Young modulus, rough: 200 GPa
Oxide Poisson ratio, rough: 0.30
Oxide biaxial modulus: 285.7 GPa
Consumed metal thickness: 1000 nm
Outer-growth oxide thickness: 1636.4 nm
Outer-growth stress magnitude: 0.000 GPa
Isotropic lateral misfit: 0.1784
Isotropic linear stress: -51.0 GPa
Same stress: -0.318 eV/angstrom^3
Isotropic logarithmic-law stress: -56.6 GPa
Isotropic logarithmic-law thickness: 1356 nm
Isotropic linear energy: 1.02 eV per Ni
Chosen inserted fraction f: 0.0030
Inserted-oxide mean misfit: 0.00150
Inserted-oxide mean stress: -0.429 GPa
Same stress: -0.00267 eV/angstrom^3
Layer test, even insertion: -0.4300 GPa
Layer test, random insertion: -0.4300 GPa
Inserted-oxide scale thickness: 1633.6 nm
Isotropic/inserted stress: 119
Blocked-top test, phi minus one: 1.0e-04
Blocked-top lateral stress: -0.01154 GPa
Growth temperature: 1200 K
Room temperature: 300 K
Expansion difference, rough: 2.0e-06 1/K
Added cooling stress: -0.514 GPa
Rod radius: 5.0e+06 nm
Outward-growth mean hoop strain: -9.998e-05
Outward-growth hoop stress: -0.0220 GPa
Interface-growth mean hoop strain: 6.363e-05
Interface-growth hoop stress: 0.0140 GPa
Metal plate thickness: 1.0e+06 nm
Hot metal Young modulus, rough: 150 GPa
Hot metal Poisson ratio, rough: 0.30
Misfit taken up by metal: 0.43 percent
Balancing metal tension: 0.00139 GPa
Surface stress, round value: 1.0 N/m
Surface-stress equivalent: 0.00061 GPa
Growth time, rough: 3600 s
Creep rate to remove growth strain: 4.17e-07 1/s
\end{verbatim}
